# Comment on isotropic sampling of diffuse re-emission from walls

**The argument under review**

The argument concerns free-molecular flow through a tube whose walls re-emit diffusely. It runs as follows. A diffuse wall erases the memory of the incident direction. A molecule without memory has no preferred direction, so it leaves with equal probability per unit solid angle over the outward hemisphere. With $\theta$ the angle from the normal pointing into the gas and $d\Omega=\sin\theta\,d\theta\,d\varphi$, the solid angle is uniform in $\cos\theta$, so a simulation should draw a uniform random number $u$ and set $\cos\theta=u$. As support, the argument observes that a gas simulated with this rule in a closed sphere obeys the ideal-gas pressure law. It then obtains a transmission probability of 0.213 for a tube ten radii long.

The first sentence is an acceptable definition of a diffuse wall. The second does not follow from it, and the pressure check in a sphere cannot reveal the fault. Which distribution does a wall without memory have to produce?

**What arrives at a wall**

Consider a uniform gas of number density $n$ in equilibrium at temperature $T$, with collisions between molecules neglected over the distances considered. Its velocities are isotropic: of the molecules with speed $v$, a fraction $d\Omega/4\pi$ moves within $d\Omega$. Those that strike an area $dA$ within a time $dt$ from a direction at angle $\theta$ occupy a slanted cylinder of volume $v\cos\theta\,dt\,dA$. The arriving flux per solid angle is therefore

$$\frac{dJ}{d\Omega}=\frac{n v\cos\theta}{4\pi}.$$

Since $\int\cos\theta\,d\Omega=2\pi\int_0^1 c\,dc=\pi$ over the hemisphere, averaging over speeds gives $J=n\bar v/4$, and the normalized angular distribution of the arrivals is $\cos\theta/\pi$. The density of molecules is isotropic, but the flux through a surface is not.

The factor $v$ also weights the speeds. With $\varepsilon=mv^2/2$, the distribution of arrivals $v^3e^{-\varepsilon/kT}dv$ becomes proportional to $\varepsilon e^{-\varepsilon/kT}d\varepsilon$, whose mean energy is $\int\varepsilon^2e^{-\varepsilon/kT}d\varepsilon\big/\int\varepsilon e^{-\varepsilon/kT}d\varepsilon=2kT$.

Counting 114041 arrivals in a sampled Maxwell gas gives a mean cosine of 0.667 and a mean energy of $2.00\,kT$, in agreement with this derivation.

**What a wall without memory must emit**

Let $p(\Omega)$ be the emission probability per solid angle. Absence of memory is taken to mean that $p$ depends neither on the incident direction nor on the incident speed. Now place the wall in contact with the equilibrium gas, with no net adsorption. The molecules moving away from the wall belong to the same isotropic gas, so their flux per solid angle is also $J\cos\theta/\pi$. The wall supplies $Jp(\Omega)$. Equilibrium persists only if

$$p(\Omega)=\frac{\cos\theta}{\pi}.$$

This is the Lambert, or cosine, law. Because $p$ does not depend on what arrives, the same function applies when the gas is out of equilibrium, provided that the state of the wall is unchanged.

Memory loss matters in this deduction. A mirror also sends a cosine distribution into a cosine distribution, although each molecule keeps its angle. If a fraction $1-a$ is reflected specularly and a fraction $a>0$ is emitted without memory, the balance reads $(1-a)\cos\theta/\pi+a\,p=\cos\theta/\pi$, and again $p=\cos\theta/\pi$.

Integrating over azimuth,

$$2\pi\,\frac{\cos\theta}{\pi}\sin\theta\,d\theta=2\sin\theta\cos\theta\,d\theta=d(\sin^2\theta).$$

Thus $\sin^2\theta$ is uniform on $[0,1]$. This condition fixes the polar angle alone; the azimuth must also be uniform on $[0,2\pi)$ and independent of $\theta$. With two tangent unit vectors $\mathbf t_1,\mathbf t_2$ and the normal $\mathbf n$, the correct sampling is

$$\sin\theta=\sqrt u,\qquad \cos\theta=\sqrt{1-u},\qquad \mathbf d=\cos\theta\,\mathbf n+\sin\theta(\cos\varphi\,\mathbf t_1+\sin\varphi\,\mathbf t_2).$$

The two rules differ visibly. Within $30^\circ$ of the normal the cosine law places $\sin^2 30^\circ=0.250$ of the molecules, the isotropic rule $1-\cos30^\circ=0.134$. The counted arrivals give 0.250. The mean cosines are $\int_0^1 2c^2dc=2/3$ and $\int_0^1c\,dc=1/2$.

If isotropic directions have already been drawn, each can be given the statistical weight $(\cos\theta/\pi)/(1/2\pi)=2\cos\theta$, whose mean is one. Over successive wall hits these factors multiply. Without them, the simulation describes a different wall.

**Where the intuition of "no preferred direction" belongs**

Molecules emitted from $dA$ into $d\Omega$ during $dt$ fill a volume $v\cos\theta\,dt\,dA$. Their density per solid angle is consequently

$$\frac{dn}{d\Omega}=\frac{J\,p(\Omega)}{v\cos\theta}.$$

The cosine law makes this equal to $J/(\pi v)$ in every outward direction: the emitted gas has an isotropic density. The isotropic rule gives $J/(2\pi v\cos\theta)$, an excess of molecules skimming along the wall.

**The closed sphere, and why the pressure test passes**

Take a sphere of radius $R$ and, for simplicity, one speed $v$. By symmetry the steady hit rate $J$ is uniform over the wall. In collisionless steady flow the density per solid angle is constant along a ray, so the density at distance $s=qR$ from the centre follows from tracing each ray back to the wall. A ray at angle $\alpha$ to the radius passes the centre at distance $s\sin\alpha$, and it left the wall at an angle satisfying $R\sin\theta=s\sin\alpha$.

For cosine emission, $n=4\pi J/(\pi v)=4J/v$ everywhere. For isotropic emission, with $\mu=\cos\alpha$,

$$n(s)=\frac{J}{2\pi v}\,2\pi\int_{-1}^{1}\frac{d\mu}{\sqrt{1-q^2+q^2\mu^2}}
=\frac{2J}{vq}\,\operatorname{arsinh}\frac{q}{\sqrt{1-q^2}}.$$

Using $\operatorname{arsinh}y=\ln(y+\sqrt{1+y^2})$, the last function becomes $\ln[(1+q)/\sqrt{1-q^2}]=\tfrac12\ln[(1+q)/(1-q)]$, so

$$n(s)=\frac{2J}{v}\,\frac{\operatorname{artanh}q}{q}.$$

The density is $2J/v$ at the centre, rises to 1.64 times this central value at $0.9R$, and diverges logarithmically at the wall. A closed vessel at rest has acquired a density gradient with no force to sustain it. Traced flights give a mean of $2.18\,J/v$ inside $0.6R$, against 2.17 from the formula; with cosine emission both give 4.00.

Why does the pressure not show this? A flight leaving at $\theta$ has chord $\ell=2R\cos\theta$ and lands at the same angle $\theta$. The number of molecules in flight is $N=4\pi R^2J\langle\ell\rangle/v$. Dividing by $V=4\pi R^3/3$,

$$\frac NV=\frac{3J\langle\ell\rangle}{Rv}=\frac{6J\langle\cos\theta\rangle}{v}.$$

At each hit the wall receives normal momentum from the arriving and from the departing flight, on average $2mv\langle\cos\theta\rangle$. Hence

$$P=2mvJ\langle\cos\theta\rangle=\frac{N}{V}\,\frac{mv^2}{3}.$$

The mean cosine has cancelled, so the pressure law holds in the sphere for any memoryless emission law. The hit rate is the informative quantity: from the expression for $N/V$, it is $J=(N/V)v/4$ for the cosine law and $(N/V)v/3$ for the isotropic rule. At equal molecule number, the latter has 4/3 as many wall collisions. The traced flights give 1.333 for this ratio and $PV/(Nmv^2)=0.333$ under both rules.

**Flights along a tube**

Let the tube radius be the unit of length. A molecule leaves the wall and lands at an axial distance $x$ and an angular separation $\phi$ around the cross-section. Put $c=2\sin(\phi/2)$, the chord in the cross-section. The flight length is $r=\sqrt{x^2+c^2}$, and the displacement along the normal is $1-\cos\phi=c^2/2$, so $\cos\theta=c^2/(2r)$ at both ends. The landing element $d\phi\,dx$ subtends $d\Omega=\cos\theta\,d\phi\,dx/r^2=c^2d\phi\,dx/(2r^3)$. Multiplication by $p$ gives the axial flight densities

$$k_{\cos}=\frac1{4\pi}\int_0^{2\pi}\frac{c^4\,d\phi}{(x^2+c^2)^2},\qquad
k_{\rm iso}=\frac1{4\pi}\int_0^{2\pi}\frac{c^2\,d\phi}{(x^2+c^2)^{3/2}}.$$

Let $E(x)$ be the probability of a flight longer than $x$ in one chosen axial direction. For the isotropic rule, $\int_x^\infty dx'(x'^2+c^2)^{-3/2}=c^{-2}(1-x/\sqrt{x^2+c^2})$. The remaining angular integral, with $t=\phi/2$, is

$$\int_0^{2\pi}\frac{d\phi}{\sqrt{x^2+c^2}}=\frac4x\int_0^{\pi/2}\frac{dt}{\sqrt{1+4\sin^2t/x^2}}=\frac4xK(-4/x^2),$$

where $K(m)$ is the complete elliptic integral of parameter $m$. Therefore $E_{\rm iso}=\frac12-K(-4/x^2)/\pi$.

For the cosine law, write $c^4/r^4=1-2x^2/r^2+x^4/r^4$ and $r^2=A-2\cos\phi$ with $A=x^2+2$. The standard integral $\int_0^{2\pi}d\phi/(A-2\cos\phi)=2\pi/\sqrt{A^2-4}$ and minus its derivative with respect to $A$, together with $A^2-4=x^2S^2$ and $S=\sqrt{x^2+4}$, give for $x>0$

$$k_{\cos}=\frac12\left[1-\frac{2x}{S}+\frac{x(x^2+2)}{S^3}\right],\qquad
E_{\cos}=\frac{x^2+2}{2S}-\frac x2.$$

Differentiating $E_{\cos}$ gives $-k_{\cos}$, and $E_{\cos}$ vanishes at infinity, which confirms the integration. A one-way flight beyond two radii has probability 0.061 under the cosine law and 0.083 under the isotropic rule.

The far tails differ in kind. For the cosine law, $\int_{-\infty}^{\infty}x^2dx/(x^2+c^2)^2=\pi/(2c)$ gives

$$\langle x^2\rangle=\frac18\int_0^{2\pi}c^3d\phi=\int_0^{2\pi}\sin^3\frac\phi2\,d\phi=\frac83.$$

For the isotropic rule, $\int_0^{2\pi}c^2d\phi=4\pi$ gives $k_{\rm iso}\simeq1/x^3$ at large $x$. Counting both directions, the mean square cut off at $X$ grows as $2\ln X$: there is no finite value from which to form a length-independent diffusion coefficient. Numerically it rises from 7.60 to 12.20 between cut-offs of 100 and 1000 radii.

**Transmission of the tube**

Let $w(z)$ be the probability that a molecule leaving the wall at $z$ eventually exits at $L$. Either its next flight exits there, or it lands at $z'$ and starts afresh:

$$w(z)=E(L-z)+\int_0^Lk(z-z')w(z')\,dz'.$$

The inlet comes from an equilibrium reservoir and has a cosine distribution under both wall rules. Cosine exchange between two area elements is symmetric, being proportional to $\cos\theta\cos\theta'dA\,dA'/(\pi r^2)$. A wall ring of area $2\pi dz$ sends a fraction $E_{\cos}(z)$ through the inlet disc of area $\pi$. The first wall hits of inlet molecules thus have density $2E_{\cos}(z)$, and

$$W=1-2\int_0^LE_{\cos}(z)dz+2\int_0^LE_{\cos}(z)w(z)dz.$$

For $L=10$ this gives $W=0.191$ with the cosine law and 0.213 with the isotropic rule. Ray tracing gives $0.1907\pm0.0008$ and $0.2145\pm0.0008$. The value in the argument is a correct solution for the wrong wall, too large by 12% relative to the cosine result. The excess grows to 34% at $L=50$ and 56% at $L=200$.

To see how the error grows, let $j(z)$ be the wall hit rate divided by the inlet flux. In a long tube, with direct flights from the inlet neglected, the net flow through the middle plane is

$$\pi W\simeq2\pi\int_0^{L/2}\left[j(L/2-a)-j(L/2+a)\right]E(a)\,da.$$

If the profile is nearly straight, the bracket is $2|j'|a$, and

$$W\simeq4|j'|\int_0^{L/2}aE(a)\,da.$$

For the cosine law, integration by parts turns the factor multiplying $|j'|$ into $\langle x^2\rangle=8/3$ as $L\to\infty$. With equal reservoirs at both ends equilibrium requires $j=1$ along the wall; superposition and mirror symmetry then give $j=1/2$ at the middle for one reservoir. If the end corrections extend over a few radii, $|j'|\to1/L$ and $W\to8/(3L)$, or $8R/(3L)$ with the radius restored. The computed $WL/R$ is 2.59 at $L/R=200$, still 3% below this limit.

For the isotropic rule two changes compete. At $L/R=200$, with the gradient averaged over the central tenth of the tube, the ratio $W/|j'|$ is 8.86, against 2.65 for the cosine law; the straight-profile formula gives 8.60 and 2.63. But the driving gradient is weaker: $0.0202/8.86=0.0023$ per radius instead of $0.0129/2.65=0.0049$. The flow factor rises 3.3-fold while the gradient falls to 0.47 of its proper value, and the product accounts for the excess of 56%. At mid-tube $j=0.235$. With equal reservoirs at both ends the wall there would be hit at $2\times0.235=0.47$ of the equilibrium rate, another failure of equilibrium.

**A tube in laboratory units**

Take $R=1.0$ cm, $L=10.0$ cm, $T=300$ K and molecular mass 28 u, at a pressure low enough for collisions between molecules to be negligible in the tube. The mean speed is $\bar v=\sqrt{8kT/(\pi m)}=476$ m/s. The open inlet has conductance

$$\frac{\pi R^2\bar v}{4}=\frac{\pi(0.010\ {\rm m})^2(476\ {\rm m/s})}{4}=0.0374\ {\rm m^3/s}=37.4\ {\rm L/s}.$$

Multiplication by $W$ gives $37.4\times0.1909=7.14$ L/s for the cosine law and $37.4\times0.2134=7.98$ L/s for the isotropic rule.

**A decisive objection: the conical tube**

Join two reservoirs of equal pressure and temperature by a cone with mouth areas $A_1$ and $A_2$. With cosine emission, the symmetric exchange above lets every wall element receive and emit the same flux $J$. The outflow through mouth 1 is then $A_1J$. It consists of molecules that entered there and returned, and of molecules that came from the other side:

$$A_1J=A_1(1-W_{12})J+A_2W_{21}J\quad\Longrightarrow\quad A_1W_{12}=A_2W_{21}.$$

For radii 1 and 2 and length 1, the area ratio is 4. Ray tracing with the cosine law gives $W_{12}=0.979$ from the narrow mouth and $W_{21}=0.245$ from the wide one. The net flow, relative to the inflow at the narrow mouth, is $0.002\pm0.002$, consistent with zero.

With the isotropic rule the probabilities are 0.959 and 0.304. The net flow is $4\times0.3043-0.9591=0.258$, with a statistical error of 0.002, directed towards the narrow side. A passive cone at one temperature would pump gas steadily between equal reservoirs, and the resulting pressure difference could do work. This contradicts the second law.

**What should be changed, and what remains open**

The wall rule should be $\cos\theta=\sqrt{1-u}$ with an independent uniform azimuth, and the transmission should be recomputed. The pressure check should be replaced by the wall hit rate in a closed sphere, or by reciprocity in a conical tube like the one above. The shape of the vessel matters for the first test: in an infinitely long cylinder the flight densities above give a mean flight length of $2R$ under both rules, so the hit rate at a given mean density cannot tell them apart. There the roles are exchanged: $N/V=4J/v$ under both rules, and $P=2mvJ\langle\cos\theta\rangle=(N/V)mv^2\langle\cos\theta\rangle/2$ equals $(N/V)mv^2/3$ for the cosine law but $(N/V)mv^2/4$ for the isotropic rule. Even in the sphere the hit rate tests only $\langle\cos\theta\rangle=2/3$: a law with $\cos\theta$ uniform on $[1/3,1]$ passes it without being the cosine law, so the uniformity of the density or of $\sin^2\theta$ should be checked as well.

The cosine law is not thereby established for every surface. Thermodynamics constrains the total outgoing flux at equilibrium; the additional assumption of lost memory fixes the emission of each molecule. A real surface may retain part of the incident direction, and its scattering must then be described by a distribution that depends on that direction. Nor does the argument cover atoms ejected by sputtering, which are not in thermal equilibrium with the wall. The numerical output below gives the values for both rules.

## Computed values

```
WALL ARRIVALS FROM A SAMPLED EQUILIBRIUM GAS
number of arrivals counted: 114041
largest CDF deviation, sin^2 uniform: 0.0016
largest CDF deviation, cos uniform: 0.2510
flux / (n sqrt(kT/m)), counted: 0.3991
flux / (n sqrt(kT/m)), from n vbar/4: 0.3989
mean kinetic energy of arrivals / kT: 2.004
mean cos(theta) of arrivals: 0.6669
fraction within 30 deg, counted: 0.2496
fraction within 30 deg, cosine law: 0.2500
fraction within 30 deg, isotropic: 0.1340
CLOSED SPHERE, SINGLE SPEED v
cosine: mean n v/J inside 0.6 R, traced: 4.000, formula: 4.000
cosine: mean chord / R: 1.3337
cosine: hit rate / (mean n v/4): 0.9997
cosine: P V/(N m v^2): 0.3332
isotropic: mean n v/J inside 0.6 R, traced: 2.177, formula: 2.172
isotropic: mean chord / R: 1.0005
isotropic: hit rate / (mean n v/4): 1.3327
isotropic: P V/(N m v^2): 0.3332
isotropic: n(0.5 R)/n(centre): 1.099
isotropic: n(0.9 R)/n(centre): 1.636
isotropic: n(0.99 R)/n(centre): 2.673
AXIAL FLIGHTS IN A CYLINDRICAL TUBE
cosine: probability of flight > 2R one way: 0.0607
cosine: mean square / R^2, cut at 10, 100, 1000 R: 2.080, 2.607, 2.661
isotropic: probability of flight > 2R one way: 0.0827
isotropic: mean square / R^2, cut at 10, 100, 1000 R: 3.036, 7.597, 12.202
isotropic growth per decade: 4.6047, 2 ln 10: 4.6052
TUBE TRANSMISSION
cosine: L/R = 10: W = 0.1909, W L/R = 1.91
cosine: L/R = 50: W = 0.0485, W L/R = 2.42
cosine: L/R = 200: W = 0.0129, W L/R = 2.59
cosine: L/R = 200, mid-tube wall hit rate / inlet J: 0.5000
cosine: L/R = 200, W / (R gradient): 2.647, straight-profile formula: 2.627
cosine: L/R = 10, ray tracing: W = 0.1907 +/- 0.0008
isotropic: L/R = 10: W = 0.2134, W L/R = 2.13
isotropic: L/R = 50: W = 0.0648, W L/R = 3.24
isotropic: L/R = 200: W = 0.0202, W L/R = 4.04
isotropic: L/R = 200, mid-tube wall hit rate / inlet J: 0.2352
isotropic: L/R = 200, W / (R gradient): 8.861, straight-profile formula: 8.597
isotropic: L/R = 10, ray tracing: W = 0.2145 +/- 0.0008
L/R = 10: W isotropic / W cosine = 1.118
L/R = 50: W isotropic / W cosine = 1.336
L/R = 200: W isotropic / W cosine = 1.562
WORKED TUBE
radius: 1.0 cm, length: 10.0 cm
temperature: 300 K, mass: 28 u
mean speed: 476.3 m/s
conductance of the open inlet: 37.41 L/s
cosine: tube conductance: 7.14 L/s
isotropic: tube conductance: 7.98 L/s
CONE, RADII 1 AND 2, LENGTH 1, EQUAL RESERVOIRS
cosine: W from narrow: 0.9790, W from wide: 0.2452
cosine: net flow to narrow side / narrow inflow: 0.0019 +/- 0.0022
isotropic: W from narrow: 0.9591, W from wide: 0.3043
isotropic: net flow to narrow side / narrow inflow: 0.2582 +/- 0.0024
```
